# Why neighbouring steps meander in phase during one-sided growth

**Q:** You say that the steps of a growing vicinal surface become wavy, and that neighbours prefer to be wavy in phase. Before I doubt that, what is the model?

**A:** It is the one-sided Burton–Cabrera–Frank model. Straight steps of mean spacing $l$ run along $x$, and the surface descends towards $+y$, so step $m+1$ is downhill of step $m$. Adatoms arrive with flux $F$, diffuse with diffusivity $D$ and desorb after a mean time $\tau$. Their density $c$ on the terrace between steps $m$ and $m+1$ obeys

$$D\nabla^2c-\frac{c}{\tau}+F=0 .$$

The time derivative is dropped because the adatoms are taken to adjust much faster than the steps move.

"One-sided" means that a step exchanges atoms with its lower terrace only. This terrace begins at step $m$, where exchange is fast and the density is in local equilibrium. It ends at step $m+1$, whose upper side reflects atoms:

$$c=c_{eq}(1+\Gamma\kappa)\ \text{at step } m,\qquad \partial_nc=0\ \text{at step } m+1 .$$

Here $\kappa=-z''/(1+z'^2)^{3/2}$ is the curvature of the step $y=z(x,t)$, positive where it bulges downhill. The capillary length $\Gamma$ is the area per atom $\Omega$ times the step stiffness, divided by $kT$. The step advances by the atoms it collects,

$$v_n=\Omega D\,\partial_nc\quad\text{on its lower side}.$$

Nucleation on terraces, diffusion along step edges, elastic forces between steps, noise and crystal anisotropy are left out.

**Q:** First show me that straight steps are a solution at all.

**A:** Measure $y$ from step $m$ and define

$$x_s=\sqrt{D\tau},\qquad \lambda=l/x_s,\qquad S=F\tau-c_{eq}.$$

The straight-step density satisfies $Dc_0''-c_0/\tau+F=0$, $c_0(0)=c_{eq}$ and $c_0'(l)=0$. A particular solution is $F\tau$. The homogeneous solution with zero slope at $l$ is $\cosh[(l-y)/x_s]$, and the condition at $y=0$ fixes its factor:

$$c_0=F\tau-S\,\frac{\cosh[(l-y)/x_s]}{\cosh\lambda}.$$

Differentiating once and twice gives the three values needed below:

$$c_0'(0)=\frac{S}{x_s}\tanh\lambda,\quad c_0''(0)=-\frac{S}{x_s^2},\quad c_0''(l)=-\frac{S}{x_s^2\cosh\lambda}.$$

All steps move with $V=\Omega Dc_0'(0)=\Omega DS\tanh\lambda/x_s$. Growth means $S>0$.

**Q:** Now deform them. The boundaries move, so where do you impose the conditions?

**A:** Write the step positions as

$$z_m=ml+Vt+\varepsilon_me^{iqx},\qquad \varepsilon_m=\varepsilon e^{im\phi+\omega t},$$

with real parts understood. The phase shift between neighbours is $\phi$: zero is in phase, $\pi$ is antiphase. By the meander spectrum I mean the rate $\omega(q,\phi)$, whose real part is the growth rate.

Put $c=c_0(y)+c_1(y)e^{iqx}$ and keep first order in $\varepsilon$. The conditions hold on the deformed steps, and a Taylor expansion carries them to the straight lines $y=0$ and $y=l$. At step $m$ the curvature is $q^2\varepsilon_me^{iqx}$, so

$$c_0'(0)\varepsilon_m+c_1(0)=c_{eq}\Gamma q^2\varepsilon_m,$$

$$c_1(0)=\left[c_{eq}\Gamma q^2-c_0'(0)\right]\varepsilon_m .$$

At step $m+1$ the normal derivative is proportional to $\partial_yc-z'\partial_xc$. Both $z'$ and $\partial_xc$ are of first order, so their product is dropped. Since $c_0'(l)=0$, what remains is

$$c_1'(l)=-c_0''(l)\,\varepsilon_{m+1}.$$

The velocity condition is $\partial_tz=\Omega D(\partial_yc-z'\partial_xc)$. Removing the uniform part $V$ gives

$$\omega\varepsilon_m=\Omega D\left[c_1'(0)+c_0''(0)\varepsilon_m\right].$$

**Q:** You still need $c_1'(0)$, and that depends on both edges.

**A:** Yes, and that is where the steps become coupled. In the interior,

$$c_1''=\Lambda^2c_1,\qquad \Lambda^2=q^2+\frac1{x_s^2},$$

so $c_1=c_1(0)\cosh\Lambda y+B\sinh\Lambda y$. The slope at $l$ is

$$c_1'(l)=\Lambda c_1(0)\sinh\Lambda l+\Lambda B\cosh\Lambda l .$$

Because $c_1'(0)=\Lambda B$, solving for $\Lambda B$ gives

$$c_1'(0)=\frac{c_1'(l)}{\cosh\Lambda l}-\Lambda\tanh(\Lambda l)\,c_1(0).$$

Insert the two edge conditions:

$$\begin{aligned}\omega\varepsilon_m=\Omega D\Big[&-\frac{c_0''(l)}{\cosh\Lambda l}\,\varepsilon_{m+1}+c_0''(0)\,\varepsilon_m\\&+\Lambda\tanh(\Lambda l)\left(c_0'(0)-c_{eq}\Gamma q^2\right)\varepsilon_m\Big].\end{aligned}$$

With $\varepsilon_{m+1}=e^{i\phi}\varepsilon_m$ and the values of $c_0'$ and $c_0''$, this becomes

$$\begin{aligned}\omega=\Omega D\Big\{&\frac{S}{x_s^2}\Big[\frac{e^{i\phi}}{\cosh\lambda\cosh\Lambda l}-1+x_s\Lambda\tanh\lambda\tanh\Lambda l\Big]\\&-c_{eq}\Gamma q^2\Lambda\tanh\Lambda l\Big\}.\end{aligned}\tag{1}$$

A uniform shift of the whole train must neither grow nor decay. At $q=0$, $\phi=0$ we have $\Lambda=1/x_s$, and the square bracket is $\mathrm{sech}^2\lambda-1+\tanh^2\lambda=0$, as it should be.

**Q:** The formula has four terms. Which of them prefers one phase over another?

**A:** Only the first contains $\phi$. Subtracting the real part at $\phi$ from that at zero gives

$$\mathrm{Re}\,[\omega(q,0)-\omega(q,\phi)]=\frac{\Omega DS}{x_s^2}\,\frac{1-\cos\phi}{\cosh\lambda\cosh\Lambda l}.\tag{2}$$

For $S>0$ this is positive unless $\phi$ is a multiple of $2\pi$. At each wave number, therefore, the in-phase deformation has the largest growth rate. The same holds for the fastest mode of all: if a mode with $\phi\neq0$ were the fastest, the in-phase mode with the same $q$ would beat it. A fastest mode exists because the capillary term, which falls as $-q^3$ for large $q$, outweighs the destabilizing term, which rises as $q$.

The preference is not equally strong everywhere. For $\Lambda l\gg1$ the factor $1/\cosh\Lambda l$ is about $2e^{-\Lambda l}$, so short-wave meanders on neighbouring steps hardly feel each other.

**Q:** That is algebra. Why should a step care what the next step downhill does, if it receives no atoms from that step?

**A:** It receives atoms from the terrace that the next step bounds. Where step $m+1$ has advanced, the terrace in front of step $m$ is wider by a strip. The net supply per unit area there is

$$F-\frac{c_0(l)}{\tau}=\frac{S}{\tau\cosh\lambda}=\frac{DS}{x_s^2\cosh\lambda},$$

which is the coefficient of the coupling term, apart from $\Omega$ and the factor $1/\cosh\Lambda l$.

That last factor describes the journey back to step $m$. Let $u(y)$ be the average of $e^{iqX}$ for an atom starting at distance $y$, where $X$ is its sideways displacement on reaching the step; an atom that desorbs first counts as zero. Then $u''=\Lambda^2u$, with $u(0)=1$ and $u'(l)=0$ at the reflecting edge. The solution is $u=\cosh[\Lambda(l-y)]/\cosh\Lambda l$, so $u(l)=1/\cosh\Lambda l$. This is positive: sideways spreading blurs the message without reversing it. A bulge of step $m+1$ thus feeds the part of step $m$ directly behind it, and step $m$ is driven to bulge at the same $x$.

The other terms can be read in the same way. The $-1$ is the supply lost on the strip that step $m$ has itself covered. The term with $x_s\Lambda$ is the gain of a bulge that reaches into the richer part of the terrace. The last term is capillary smoothing.

**Q:** Then the preference should reverse if atoms leave instead of arriving.

**A:** It does. In net sublimation $S<0$, and (2) changes sign, so at fixed $q$ antiphase has the largest rate. Even straight steps are then unstable: at $q=0$, $\phi=\pi$ the bracket in (1) is $-\mathrm{sech}^2\lambda-1+\tanh^2\lambda=-2\,\mathrm{sech}^2\lambda$, which multiplied by negative $S$ gives a positive rate. In this mode alternate terraces widen and shrink, which brings the steps together in pairs. The in-phase statement is therefore one about net growth.

**Q:** Suppose hardly any atoms desorb. Does (1) survive $\tau\to\infty$?

**A:** In that limit $S/x_s^2=F/D-c_{eq}/(D\tau)\to F/D$, while $x_s\tanh(l/x_s)\to l$ and $\Lambda\to q$. Equation (1) becomes

$$\begin{aligned}\omega={}&\Omega F\left[ql\tanh ql-1+\frac{e^{i\phi}}{\cosh ql}\right]\\&-\Omega Dc_{eq}\Gamma q^3\tanh ql .\end{aligned}\tag{3}$$

Switch off capillarity for a moment and let $x=ql$. Multiplying the bracket by $\cosh x$ and using half-angle formulas gives, in phase,

$$x\sinh x-\cosh x+1=2\sinh\tfrac x2\cosh\tfrac x2\left(x-\tanh\tfrac x2\right)>0,$$

and in antiphase

$$x\sinh x-\cosh x-1=2\cosh^2\tfrac x2\left(x\tanh\tfrac x2-1\right).$$

Without capillarity, in-phase waves of every length grow. Antiphase waves grow only if $x\tanh(x/2)>1$, and numerical root finding puts this onset at $ql=1.543$. Longer antiphase waves are damped because they make terraces of unequal width, which one-sided growth evens out.

**Q:** Which wavelength wins?

**A:** For in-phase waves with $ql\ll1$, use $x\tanh x\approx x^2-x^4/3$ and $1/\cosh x\approx1-x^2/2+5x^4/24$. The bracket in (3) is then $x^2/2-x^4/8$. Keeping its leading term and $\tanh ql\approx ql$ in the capillary part,

$$\omega\approx\tfrac12\Omega Fl^2q^2-\Omega Dc_{eq}\Gamma l\,q^4 .$$

Setting the derivative with respect to $q^2$ to zero gives

$$q_m^2=\frac{Fl}{4Dc_{eq}\Gamma},\qquad \omega_m=\frac{\Omega F^2l^3}{16Dc_{eq}\Gamma}.\tag{4}$$

This is consistent if $(q_ml)^2=Fl^3/(4Dc_{eq}\Gamma)\ll1$.

**Q:** With desorption, is there still growth at arbitrarily long wavelengths?

**A:** Not always. Let $f(\Lambda)$ be the square bracket of (1) at $\phi=0$. Its derivative is

$$\begin{aligned}f'={}&-\frac{l\tanh\Lambda l}{\cosh\lambda\cosh\Lambda l}+x_s\tanh\lambda\tanh\Lambda l\\&+x_s\Lambda l\,\frac{\tanh\lambda}{\cosh^2\Lambda l}.\end{aligned}$$

At $\Lambda=1/x_s$ the first and third terms cancel, leaving $f'=x_s\tanh^2\lambda$. For $qx_s\ll1$ we have $\Lambda\approx1/x_s+x_sq^2/2$, hence $f\approx\tfrac12x_s^2q^2\tanh^2\lambda$ and

$$\omega\approx\Omega Dq^2\left[\frac S2\tanh^2\lambda-\frac{c_{eq}\Gamma}{x_s}\tanh\lambda\right].$$

Capillarity now also enters as $q^2$, because atoms can be exchanged with the vapour. The longest in-phase waves grow only if

$$S>S_c=\frac{2c_{eq}\Gamma}{x_s\tanh\lambda}.$$

**Q:** Give me numbers, and tell me how far the simple formula (4) can be trusted.

**A:** Take round model parameters, with the lattice spacing $a$ as unit of length: $l=20\,a$, $\Omega=a^2$, $F=0.02\,a^{-2}\mathrm{s}^{-1}$, $D=10^6\,a^2/\mathrm s$, $c_{eq}=10^{-4}\,a^{-2}$, $\Gamma=2\,a$ and $\tau=0.1$ s. Then $x_s=\sqrt{10^5}\,a=316\,a$ and $S=0.002-0.0001=0.0019\,a^{-2}$. The threshold is $S_c=2.0\times10^{-5}\,a^{-2}$, about a hundredth of $S$.

Since $Dc_{eq}\Gamma=200\,a/\mathrm s$, equation (4) gives

$$q_m^2=\frac{0.02\times20}{4\times200}\,a^{-2}=5\times10^{-4}\,a^{-2},$$

$$\omega_m=\frac{0.02^2\times20^3}{16\times200}\,\mathrm s^{-1}=1.00\times10^{-3}\,\mathrm s^{-1},$$

and a wavelength $2\pi/q_m=281\,a$. Maximizing the in-phase rates numerically gives:

| | wavelength ($a$) | rate ($10^{-3}$ s$^{-1}$) |
|---|---|---|
| estimate (4) | 281 | 1.00 |
| (3), no desorption | 281 | 0.97 |
| (1), with desorption | 290 | 0.85 |

**Q:** The estimate hits the wavelength of (3) but misses its rate by 3%. Luck?

**A:** It is a cancellation. Let $Y=(ql)^2$, let $Y_0$ be its estimated optimum, and let $g=Dc_{eq}\Gamma/(Fl^3)=1/(4Y_0)$. With the next term of each expansion, (3) reads

$$\frac{\omega}{\Omega F}\approx\frac Y2-\frac{Y^2}8-gY^2+\frac{gY^3}3 .$$

At $Y_0$ the two added terms contribute $-Y_0/4+gY_0^2=0$ to the derivative, so the optimum does not shift at this order. They change the rate by $-Y_0^2/8+Y_0^2/12=-Y_0^2/24$. Relative to the leading value $Y_0/4$ this is $-Y_0/6$. Here $Y_0=5\times10^{-4}\times400=0.2$, which gives $-3.3\%$.

Desorption, with the other parameters fixed, lengthens the wavelength by 3% and lowers the rate by 12%. Most of this is the smaller net supply: $S/\tau=0.019\,a^{-2}\mathrm s^{-1}$ is 5% below $F$. Putting it in place of $F$ in (4) gives 2.6% and 10%.

**Q:** And how decisively does the in-phase mode win?

**A:** At the fastest wave number, (1) gives:

| $\phi$ | $\mathrm{Re}\,\omega$ ($10^{-3}$ s$^{-1}$) |
|---|---|
| $0$ | $+0.85$ |
| $\pi/4$ | $-4.2$ |
| $\pi/2$ | $-16.4$ |
| $\pi$ | $-33.7$ |

So the other phases in this table do not grow more slowly; they decay. Scanning $q$ as well, growth is possible only for $|\phi|<0.316$ rad, about $18^\circ$. A periodic train of $N$ steps allows the phases $2\pi k/N$, so with fewer than 20 steps the in-phase branch alone is unstable.

**Q:** Would steps that start out of order find this phase by themselves?

**A:** I followed four steps, repeated periodically, by solving the full diffusion problem on the deformed terraces with a spectral method and advancing the steps in time with a Runge–Kutta scheme. Each began with amplitude $0.2\,a$ at the fastest wavelength, with phases 0, 2.0, 4.5 and 1.0 rad. I split the four complex amplitudes into the modes $\phi=0,\pm\pi/2,\pi$ and took the in-phase share of the summed squares. It rose from 9% to 97% in 150 s, during which $0.02\times150=3$ layers were deposited.

The in-phase amplitude itself grew only by $e^{0.00085\times150}\approx1.14$ in that time. In this short train order thus appears first, through the decay of the other modes. Amplification is slower: one factor $e$ takes 1170 s, or 23 layers. A long train also has modes with $\phi$ close to zero, which decay slowly or even grow. Its neighbours soon come nearly into phase, but the phase can still drift over many steps.

**Q:** You dropped the motion of the steps from the diffusion problem. Could that spoil a growth rate this small?

**A:** The neglected terms are governed by $Vl/D=8\times10^{-6}$, $\Omega c\approx10^{-4}$ and $\omega l^2/D=3\times10^{-7}$. The individual terms in (1) are of order $\Omega F=0.02\,\mathrm s^{-1}$ or less. A relative change of $10^{-4}$ in them is $2\times10^{-6}\,\mathrm s^{-1}$, about 0.2% of the growth rate. This is an estimate of size, not a calculation of the correction.

**Q:** Real crystals do not have perfectly reflecting steps. What happens to your 281 lattice spacings?

**A:** With $a$ near 0.25 nm, that wavelength is roughly 70 nm and the step spacing 5 nm, a miscut of two to three degrees. The flux is that of slow molecular-beam growth. The other values, however, do not describe one real metal at one temperature: $c_{eq}$ and $1/\tau$ suit a hot surface, where $D$ would be far larger than $10^6\,a^2/\mathrm s$. The 70 nm therefore illustrates the model and is not a prediction for a particular crystal. In (4) the wavelength varies as $\sqrt{Dc_{eq}}$, as long as $q_ml$ stays small.

The perfect reflection can be relaxed within the same model. Let atoms cross the upper edge at a finite rate, described by a length $d$ through $\partial_nc=-(c-c_{eq}(1+\Gamma\kappa))/d$, and neglect desorption. An atom landing at $y$ leaves downhill with probability $w$, where $w''=0$, $w(0)=0$ and $w'(l)=[1-w(l)]/d$. Hence $w=y/(l+d)$, with terrace average $\tfrac12l/(l+d)$. The mean uphill displacement of an atom is therefore

$$\frac l2-l\cdot\frac{l}{2(l+d)}=\frac l2\,\frac{d}{l+d}.$$

For long in-phase waves this displacement is perpendicular to the local step. Where the step has slope $z'$, it gives a current $J_x=\tfrac12Fl\,z'\,d/(l+d)$ per unit width. Conservation on a terrace of width $l$ requires $\partial_tz=V-\Omega l\,\partial_xJ_x$, which yields the growth term $\tfrac12\Omega Fl^2q^2\,d/(l+d)$. For $d\to\infty$ this is the leading term found before.

The leading capillary term is unchanged, because both edges then impose the same density shift. The wavelength therefore grows by $\sqrt{1+l/d}$ and the rate falls by $(1+l/d)^{-2}$. With $d=l$, 281 spacings become about 400 and the rate drops to a quarter. That calculation treats in-phase waves alone; I have shown the preference over other phases for the perfectly reflecting edge.
